# Estimating the permittivity of liquid argon from its atomic polarizability: a numerical check

```python
"""Permittivity of liquid argon from the polarizability of its atoms.

Result under test:  (eps - 1)/(eps + 2) = x,  x = 4 pi N a / 3,
so that eps = (1 + 2x)/(1 - x), about 1.51 for liquid argon.
eps : relative permittivity          N : atoms per volume
a   : polarizability volume, alpha/(4 pi eps0)
The Lorentz local field is E + P/(3 eps0).
Independent road: coupled point dipoles in a periodic box (Ewald sums),
on a cubic array and in a simulated liquid with Lennard-Jones forces.
Lengths in the box calculations are in angstrom.
"""
import numpy as np
from scipy.constants import epsilon_0, e as e_charge, pi
from scipy.integrate import quad
from scipy.special import erfc

# ---------------------------------------------------------------- inputs
a_vol = 1.64            # polarizability volume, angstrom^3
density = 2.1e28        # atoms per m^3
field = 1.0e8           # macroscopic field, V/m (1 MV/cm)
sigma_lj = 3.4          # rough Lennard-Jones diameter, angstrom
well_kelvin = 120.0     # rough Lennard-Jones well depth / k_B, K
temperature = 87.0      # K
expansion = 4.5e-3      # rough thermal expansion, 1/K
bulk_modulus = 5.0e8    # rough bulk modulus, Pa


def eps_formula(n_per_m3, a_ang3):
    x = 4 * pi * n_per_m3 * a_ang3 * 1e-30 / 3
    return (1 + 2 * x) / (1 - x)


def ewald_tensor(pos, box):
    """Field at i per dipole at j, times 4 pi eps0, with zero mean field."""
    n = len(pos)
    kappa = 8.0 / box
    d = pos[:, None, :] - pos[None, :, :]
    d -= box * np.rint(d / box)
    r2 = np.einsum('ijk,ijk->ij', d, d)
    np.fill_diagonal(r2, 1e12)
    r = np.sqrt(r2)
    gauss = 2 * kappa / np.sqrt(pi) * np.exp(-(kappa * r) ** 2) / r2
    b = erfc(kappa * r) / r ** 3 + gauss
    c = 3 * erfc(kappa * r) / r ** 5 + gauss * (2 * kappa ** 2 + 3 / r2)
    np.fill_diagonal(b, 0.0)
    np.fill_diagonal(c, 0.0)
    m = np.arange(-12, 13)
    grid = np.array(np.meshgrid(m, m, m, indexing='ij')).reshape(3, -1).T
    grid = grid[(grid ** 2).sum(1) <= 144]
    k = 2 * pi / box * grid[:len(grid) // 2]     # one of each pair k, -k
    k2 = (k ** 2).sum(1)
    weight = 8 * pi / box ** 3 * np.exp(-k2 / (4 * kappa ** 2)) / k2
    phase = pos @ k.T
    cos_p, sin_p = np.cos(phase), np.sin(phase)
    tensor = np.zeros((n, 3, n, 3))
    for u in range(3):
        for v in range(u, 3):
            w = weight * k[:, u] * k[:, v]
            block = c * d[:, :, u] * d[:, :, v]
            block -= (cos_p * w) @ cos_p.T + (sin_p * w) @ sin_p.T
            if u == v:
                block -= b
                block += np.eye(n) * 4 * kappa ** 3 / (3 * np.sqrt(pi))
            tensor[:, u, :, v] = block
            tensor[:, v, :, u] = block
    return tensor.reshape(3 * n, 3 * n)


def solve_dipoles(pos, box, a_ang3):
    """Axis-averaged eps, relative rms spread of local field, top eigenvalue."""
    n = len(pos)
    t = ewald_tensor(pos, box)
    unit = np.tile(np.eye(3), (n, 1))            # unit field along x, y, z
    local = np.linalg.solve(np.eye(3 * n) - a_ang3 * t, unit)
    local = local.reshape(n, 3, 3)
    mean = local.mean(axis=0)
    eps = 1 + 4 * pi * n * a_ang3 / box ** 3 * np.trace(mean) / 3
    spread = np.sqrt(((local - mean) ** 2).sum() / n / 3)
    top = a_ang3 * np.linalg.eigvalsh((t + t.T) / 2)[-1]
    return eps, spread / (np.trace(mean) / 3), top


def fcc_positions(box, cells=3):
    basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    g = np.arange(cells)
    corner = np.array(np.meshgrid(g, g, g, indexing='ij')).reshape(3, -1).T
    return (corner[:, None] + basis[None]).reshape(-1, 3) * box / cells


def monte_carlo(pos, box, t_reduced, sweeps, step, rng):
    """Metropolis moves of Lennard-Jones particles, in place."""
    n = len(pos)
    moves = sweeps * n
    picks = rng.integers(n, size=moves)
    shifts = rng.uniform(-step, step, size=(moves, 3))
    barrier = -t_reduced * np.log(1.0 - rng.random(moves))
    pair = np.empty((2, 1, 3))
    for i, shift, limit in zip(picks, shifts, barrier):
        pair[0, 0] = pos[i]
        pair[1, 0] = pos[i] + shift
        d = pos - pair
        d -= box * np.rint(d / box)
        r2 = np.einsum('ijk,ijk->ij', d, d)
        r2[:, i] = 1e12
        s6 = (sigma_lj ** 2 / r2) ** 3
        energy = 4 * (s6 * (s6 - 1)).sum(axis=1)
        if energy[1] - energy[0] <= limit:
            pos[i] = pair[1, 0]


# ------------------------------------------- cavity field from its charge
def cavity_field(z0):
    """Axial field in units of P/eps0 at height z0 in a unit sphere."""
    def ring(c):
        return -c * (z0 - c) / (2 * (1 + z0 ** 2 - 2 * z0 * c) ** 1.5)
    return quad(ring, -1, 1)[0]


cavity_centre, cavity_off = cavity_field(0.0), cavity_field(0.4)
assert abs(cavity_centre - 1 / 3) < 1e-9
assert abs(cavity_off - 1 / 3) < 1e-8

# --------------- near atoms (isotropic cutoff) plus Lorentz term = full sum
offset = np.array([0.2, 0.3, 0.45])
full = ewald_tensor(np.array([offset, [0, 0, 0]]), 1.0)[:3, 3:]
g = np.arange(-20, 21)
cells = np.array(np.meshgrid(g, g, g, indexing='ij')).reshape(3, -1).T


def near_sum(shift):
    v = cells + shift
    r2 = (v ** 2).sum(1)
    v, r2 = v[r2 > 1e-12], r2[r2 > 1e-12]
    cut = np.exp(-(r2 / 100.0) ** 2)             # smooth sphere, radius 10
    return (3 * (v.T * (cut / r2 ** 2.5)) @ v
            - np.eye(3) * (cut / r2 ** 1.5).sum())


lorentz_error = np.abs(near_sum(offset) + 4 * pi / 3 * np.eye(3) - full).max()
assert lorentz_error < 5e-3      # finite radius of the cutoff
site_sum = np.abs(near_sum(np.zeros(3))).max()
assert site_sum < 1e-9           # cubic site: near atoms cancel

# --------------------------------------------------- the estimate itself
alpha_si = 4 * pi * epsilon_0 * a_vol * 1e-30
x = density * alpha_si / (3 * epsilon_0)
eps = eps_formula(density, a_vol)
assert abs(eps - 1.51) < 0.005

polarization = 0.0
history = []
for _ in range(60):              # feedback of P on the local field
    polarization = density * alpha_si * (field + polarization / (3 * epsilon_0))
    history.append(1 + polarization / (epsilon_0 * field))
assert abs(history[-1] - eps) < 1e-12
local_field = field + polarization / (3 * epsilon_0)
assert abs(local_field / field - (eps + 2) / 3) < 1e-12
dipole = alpha_si * local_field

# ------------------------------------ cubic array of coupled point dipoles
n_atoms = 108
box = (n_atoms / (density * 1e-30)) ** (1 / 3)
eps_array, spread_array, _ = solve_dipoles(fcc_positions(box), box, a_vol)
assert abs(eps_array - eps) < 1e-5
assert spread_array < 1e-5

n_crit = 3 / (4 * pi * a_vol * 1e-30)
box_dense = (n_atoms / (0.9 * n_crit * 1e-30)) ** (1 / 3)
eps_dense, _, _ = solve_dipoles(fcc_positions(box_dense), box_dense, a_vol)
assert abs(eps_dense / eps_formula(0.9 * n_crit, a_vol) - 1) < 1e-3

# -------------------------------------------------- sensitivity to inputs
slope = (eps - 1) * (eps + 2) / 3
h = 1e-4
slope_fd = (eps_formula(density * (1 + h), a_vol)
            - eps_formula(density * (1 - h), a_vol)) / (2 * h)
assert abs(slope - slope_fd) < 1e-6
eps_low = eps_formula(2.05e28, 1.635)
eps_high = eps_formula(2.15e28, 1.645)

# ------------------------------------------- fluctuations in a model liquid
rng = np.random.default_rng(7)
liquid = fcc_positions(box)
t_red = temperature / well_kelvin
monte_carlo(liquid, box, 5.0, 150, 0.2 * sigma_lj, rng)     # melt
monte_carlo(liquid, box, t_red, 250, 0.12 * sigma_lj, rng)  # cool
signs = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])
bragg = 2 * pi * 3 / box * signs
samples, order = [], []
for _ in range(10):
    monte_carlo(liquid, box, t_red, 40, 0.12 * sigma_lj, rng)
    samples.append(solve_dipoles(liquid, box, a_vol))
    order.append((np.abs(np.exp(1j * liquid @ bragg.T).mean(0)) ** 2).mean())
samples = np.array(samples)
crystal_order = np.mean(order)
assert crystal_order < 0.1                   # 1 for the starting array
assert samples[:, 2].max() < 1               # dipoles are stable
assert np.all(samples[:, 0] > eps)           # fluctuations raise eps
eps_liquid = samples[:, 0].mean()
eps_scatter = samples[:, 0].std(ddof=1)
assert eps_liquid - eps < 0.02               # a small correction

# ----------------------------------------------------- other neglected terms
shift_kelvin = -slope * expansion
nonlinear = (dipole / (e_charge * a_vol ** (1 / 3) * 1e-10)) ** 2
squeeze = 0.5 * epsilon_0 * eps * field ** 2 / bulk_modulus
assert nonlinear < 1e-4 and squeeze < 1e-3

# -------------------------------------------------------------------- output
print(f"polarizability volume               {a_vol:.2f} angstrom^3")
print(f"number density                      {density:.2e} m^-3")
print(f"polarizability alpha                {alpha_si:.4e} C m^2/V")
print(f"N alpha/eps0 = 3x                   {3 * x:.5f}")
print(f"x = N alpha/(3 eps0)                {x:.5f}")
print(f"1 + 2x                              {1 + 2 * x:.5f}")
print(f"1 - x                               {1 - x:.5f}")
print(f"relative permittivity eps           {eps:.4f}")
print(f"eps without feedback, 1 + 3x        {history[0]:.4f}")
print(f"eps after one round of feedback     {history[1]:.4f}")
print(f"eps after two rounds of feedback    {history[2]:.4f}")
print(f"local field / macroscopic field     {local_field / field:.4f}")
print(f"cavity field at centre              {cavity_centre:.6f} P/eps0")
print(f"cavity field at 0.4 radius          {cavity_off:.6f} P/eps0")
print(f"near sum + Lorentz, largest error   {lorentz_error:.1e} (cell units)")
print(f"near sum at cubic site              {site_sum:.1e} (cell units)")
print(f"eps, coupled dipoles, cubic array   {eps_array:.4f}")
print(f"macroscopic field                   {field / 1e8:.2f} MV/cm")
print(f"local field                         {local_field / 1e8:.3f} MV/cm")
print(f"induced dipole per atom             {dipole:.3e} C m")
print(f"polarization P                      {polarization * 100:.4f} uC/cm2")
print(f"d eps / d ln N                      {slope:.4f}")
print(f"eps at lower rounding limits        {eps_low:.4f}")
print(f"eps at upper rounding limits        {eps_high:.4f}")
print(f"catastrophe density N_c             {n_crit:.3e} m^-3")
print(f"N_c / N                             {n_crit / density:.2f}")
print(f"eps at 0.9 N_c, formula             {eps_formula(0.9 * n_crit, a_vol):.2f}")
print(f"eps at 0.9 N_c, coupled dipoles     {eps_dense:.2f}")
print(f"model liquid: atoms in box          {n_atoms}")
print(f"model liquid: box edge              {box:.2f} angstrom")
print(f"model liquid: diameter (rough)      {sigma_lj:.1f} angstrom")
print(f"model liquid: well depth (rough)    {well_kelvin:.0f} K")
print(f"model liquid: temperature           {temperature:.0f} K")
print(f"model liquid: configurations        {len(samples)}")
print(f"model liquid: crystal order (0-1)   {crystal_order:.3f}")
print(f"model liquid: mean eps              {eps_liquid:.4f}")
print(f"model liquid: scatter of eps        {eps_scatter:.4f}")
print(f"model liquid: eps minus estimate    {eps_liquid - eps:.4f}")
print(f"model liquid: local-field spread    {100 * samples[:, 1].mean():.1f} %")
print(f"model liquid: top eigenvalue of aT  {samples[:, 2].max():.3f}")
print(f"thermal expansion (rough)           {100 * expansion:.2f} %/K")
print(f"eps change per kelvin of warming    {shift_kelvin:.4f}")
print(f"nonlinear polarization, scale       {nonlinear:.1e} (relative)")
print(f"bulk modulus (rough)                {bulk_modulus / 1e9:.1f} GPa")
print(f"compression by field, scale         {squeeze:.1e} (relative)")
print("ALL CHECKS PASSED")
```

Printed output:

```
polarizability volume               1.64 angstrom^3
number density                      2.10e+28 m^-3
polarizability alpha                1.8247e-40 C m^2/V
N alpha/eps0 = 3x                   0.43279
x = N alpha/(3 eps0)                0.14426
1 + 2x                              1.28852
1 - x                               0.85574
relative permittivity eps           1.5057
eps without feedback, 1 + 3x        1.4328
eps after one round of feedback     1.4952
eps after two rounds of feedback    1.5042
local field / macroscopic field     1.1686
cavity field at centre              0.333333 P/eps0
cavity field at 0.4 radius          0.333333 P/eps0
near sum + Lorentz, largest error   2.2e-05 (cell units)
near sum at cubic site              1.3e-12 (cell units)
eps, coupled dipoles, cubic array   1.5057
macroscopic field                   1.00 MV/cm
local field                         1.169 MV/cm
induced dipole per atom             2.132e-32 C m
polarization P                      0.0448 uC/cm2
d eps / d ln N                      0.5910
eps at lower rounding limits        1.4900
eps at upper rounding limits        1.5217
catastrophe density N_c             1.456e+29 m^-3
N_c / N                             6.93
eps at 0.9 N_c, formula             28.00
eps at 0.9 N_c, coupled dipoles     28.00
model liquid: atoms in box          108
model liquid: box edge              17.26 angstrom
model liquid: diameter (rough)      3.4 angstrom
model liquid: well depth (rough)    120 K
model liquid: temperature           87 K
model liquid: configurations        10
model liquid: crystal order (0-1)   0.016
model liquid: mean eps              1.5069
model liquid: scatter of eps        0.0001
model liquid: eps minus estimate    0.0012
model liquid: local-field spread    4.4 %
model liquid: top eigenvalue of aT  0.189
thermal expansion (rough)           0.45 %/K
eps change per kelvin of warming    -0.0027
nonlinear polarization, scale       1.3e-06 (relative)
bulk modulus (rough)                0.5 GPa
compression by field, scale         1.3e-04 (relative)
ALL CHECKS PASSED
```
